Sharvin Conductance from Counting Transverse Modes in a Wide Ballistic Constriction

**A square opening**

Take an electron in a straight channel with hard walls and a square cross-section of side a. Its wave must vanish at the walls, so the transverse part is sin(πnx/a) sin(πmy/a), with n, m = 1, 2, 3, … The energy, measured from the bottom of the band, is

E = (ħ²/2m_e)(q² + k_z²), q² = (π/a)²(n² + m²).

At the Fermi energy E_F = ħ²k_F²/2m_e the wave runs along the channel if k_z² = k_F² − q² is positive. Such a mode is called open. Let k_F a = 4π. The open modes then satisfy n² + m² < 16. For n = 1 there are three values of m, for n = 2 three, and for n = 3 two:

N = 3 + 3 + 2 = 8.

There is also a rough way to count. The allowed points (n, m) have one point per unit area, and the open ones lie in a quarter disc of radius 4, whose area is 4π ≈ 12.6. This is too large because points on the axes are not modes, yet the quarter disc reaches down to the axes. The excess grows as the radius, the area as its square. For a wide opening the area therefore wins, and

N ≈ (π/4)(k_F a/π)² = a²k_F²/(4π).

If each open mode carries one conductance quantum, N times that quantum is the Sharvin conductance of the square. The same law holds for other shapes, with a² replaced by the area.

**Setting and theorem**

Two large metallic reservoirs are joined by a neck. Its narrowest cross-section Ω has area A and perimeter P, and its boundary has zero area. The assumptions are these.

(A1) Electrons are independent, with E = ħ²k²/2m_e and two spin states.

(A2) There is no scattering by impurities or vibrations in the neck. Each reservoir sends out electrons with its own Fermi function.

(A3) The neck widens smoothly enough that the sum of transmission probabilities at E_F equals the number N of open modes at the narrowest section, up to an error small compared with N.

(A4) The temperature and the voltage V tend to zero.

The walls are hard at first. Let G0 = 2e²/h. Spin is counted in G0, so N counts orbital modes.

Theorem. For a fixed shape of Ω, as k_F√A → ∞,

G / [G0 A k_F²/(4π)] → 1.

The statement is asymptotic: N is an integer and the area law in general is not.

**Lemma 1: the current of the modes**

Under (A1), (A2) and (A4), G = G0 ΣT_n(E_F), where T_n is the probability that an electron entering in mode n from the left reaches the right in any mode.

Proof. Take e > 0, μ_L − μ_R = eV, and I as the size of the current. In one mode, an interval dk holds 2dk/2π electron states per unit length, the 2 being spin. Electrons from the left contribute

I_L = 2e Σ ∫ (dk/2π) v T_n f_L, v = (1/ħ) dE/dk > 0.

Since v dk = dE/ħ, the velocity cancels against the density of states:

I_L = (2e/2πħ) Σ ∫ T_n f_L dE = (2e/h) ∫ ΣT_n f_L dE.

Electrons from the right give the same expression with f_R and their own total transmission. The two totals are equal. To see this, let r and t be the matrices of reflected and transmitted amplitudes for waves from the left, and t′ the transmission matrix for waves from the right. Conservation of current makes the full scattering matrix unitary, so r†r + t†t = 1 and rr† + t′t′† = 1. Because Tr r†r = Tr rr†, it follows that Tr t†t = Tr t′t′†. Hence

I = (2e/h) ∫ ΣT_n(E) (f_L − f_R) dE.

At zero temperature f_L − f_R equals one in a window of width eV and zero elsewhere. For small V the sum takes its value at E_F, away from the isolated energies at which a mode opens. Thus I = (2e/h) ΣT_n eV, and division by V gives the claim. ∎

A fast electron carries more current, but fast electrons have fewer states per unit energy. This is why an open mode contributes G0 whatever its speed.

**Remark: when the total transmission equals N**

If the width changes slowly, an electron stays in its transverse mode, and the transverse energy acts as a potential for motion along the neck:

−(ħ²/2m_e) χ″(z) + E_n(z) χ(z) = E χ(z), E_n(z) = ħ²q_n(z)²/2m_e.

The potential is highest at the narrowest place. An electron with E above that top passes, with little reflection if the potential is smooth. One with E below it must tunnel. So T_n is near one for open modes and near zero for closed ones, except close to a threshold.

A two-dimensional wave calculation that allows modes to mix shows the effect. On a grid of unit step, with ħ²/2m_e = 1, a strip 61 points wide was given the potential (wy)², where w = 0.03 exp[−(x/50)²]. The energy was set midway between neighbouring thresholds at x = 0. The lattice Green function gave total transmissions of 3.0000, 5.0001 and 7.0002 for 3, 5 and 7 open modes. No transmission channel can exceed one, so the small excess in the last two cases must come from at least one further channel, which is closed at the neck. The excess is a difference of two larger effects: for 7 modes the open channels lose 6 × 10⁻⁴ by reflection and the closed ones add 8 × 10⁻⁴ by tunnelling. At an energy midway between thresholds the two nearly cancel.

**Lemma 2: the rectangle**

For a rectangle with sides a and b, the number N of modes with q < k obeys

Ak²/4π − Pk/2π − 1 ≤ N ≤ Ak²/4π.

Proof. The modes are the points q = (πn/a, πm/b), n, m ≥ 1. Give each point the cell of area π²/A that has the point as its upper right corner. The cells of open modes do not overlap and lie inside the quarter disc of radius k. Therefore

Nπ²/A ≤ πk²/4, or N ≤ Ak²/4π.

For the lower bound, include the points with n = 0 or m = 0, and give each point the cell that has it as its lower left corner. Every point of the quarter disc lies in such a cell, and the corner of that cell is nearer to the origin, hence also in the disc. With N_axis points on the axes,

(N + N_axis)π²/A ≥ πk²/4.

The axes hold at most ka/π + kb/π + 1 points, the 1 being the origin. As P = 2(a + b), this is Pk/2π + 1, and the lower bound follows. ∎

If the wave has zero slope at the walls instead of zero value, sines become cosines and the axis points are allowed. Their number N′ = N + N_axis obeys N′ ≤ Ak²/4π + Pk/2π + 1.

**Lemma 3: any shape**

For the region Ω, N(k)/k² → A/4π as k → ∞.

Proof. By the variational principle, N(k) is the largest dimension of a space of functions ψ, zero on the boundary, for which every nonzero member obeys

∫|∇ψ|² < k² ∫|ψ|².

Lay a grid of squares of side s over the plane. Let M_in squares lie inside Ω, and let M_out squares meet it.

Functions that vanish on the edges of the inner squares, and are zero elsewhere, are allowed on Ω. Using them alone restricts the choice, so N is at least the sum of the hard-wall counts of the inner squares. Conversely, a function allowed on Ω can be continued by zero to all M_out squares. Dropping every condition at the edges of these squares enlarges the choice and gives the zero-slope problem in each. So N is at most the sum of the zero-slope counts. A square has perimeter 4s, and Lemma 2 gives

M_in(s²k²/4π − 2sk/π − 1) ≤ N ≤ M_out(s²k²/4π + 2sk/π + 1).

Divide by k² and let k → ∞ at fixed s. The terms in k and the constants vanish, and N/k² is confined in the limit between M_in s²/4π and M_out s²/4π. Now let s → 0. Both M_in s² and M_out s² tend to A, because the boundary has zero area. ∎

**Proof of the theorem**

Lemma 1 gives G = G0 ΣT_n. Assumption (A3) replaces the sum by N, with an error small compared with N. Lemma 3 gives N → Ak_F²/4π in the sense of a ratio. For a fixed shape, N depends on size and wavevector through k_F√A alone, so it does not matter which of the two grows. ∎

**Remark: the first correction**

For the rectangle, count the points with integers n and m of either sign inside the ellipse with half-axes ka/π and kb/π. Its area is k²A/π. Each open mode appears four times, the axes hold 2⌊ka/π⌋ + 2⌊kb/π⌋ further points, and the origin holds one. The number of points in the ellipse oscillates about its area as k grows, and ⌊x⌋ has the mean x − 1/2. After smoothing over k,

4N + 2(ka/π − 1/2) + 2(kb/π − 1/2) + 1 = k²A/π,

N = Ak²/4π − Pk/4π + 1/4.

The boundary term has a local cause. Near a flat hard wall the density of a wave is proportional to 1 − cos(2q⊥s), where s is now the distance from the wall and q⊥ the wavevector normal to it. The cosine removes, per unit length of wall,

∫ d²q/(2π)² ∫₀^∞ cos(2q⊥s) ds, |q| < k.

The inner integral is (π/2)δ(q⊥), and the remaining integral along the wall runs from −k to k. The loss is (1/4π²)(π/2)(2k) = k/4π. A curved wall looks flat when its radius of curvature is large compared with 1/k, so the term −Pk/4π holds there to leading order in the boundary correction.

For a disc of radius R the smoothed count is thus (kR)²/4 − kR/2, apart from a term that does not grow with k. The true modes are zeros of Bessel functions, J_m(qR) = 0, counted twice for m > 0 because the wave can turn either way. Counting them numerically gives:

kR = 20: 92 modes; area law 100; with boundary term 90.
kR = 60: 871 modes; area law 900; with boundary term 870.
kR = 180: 8013 modes; area law 8100; with boundary term 8010.

The area law is too high by 8.7 % of the true count in the first case and by 1.1 % in the last. The relative correction, 2/(kR), falls slowly.

**Remark: a wall of finite height**

In a real metal the wave leaks through the surface. Let the wall rise to E_F + Φ above the band bottom, with Φ the work function, and define k_0² = 2m_e(E_F + Φ)/ħ². Consider first one dimension, a well of width L, and inner wavevector q. Outside, the wave decays at the rate κ = √(k_0² − q²). Matching value and slope gives, for even and odd states,

q tan(qL/2) = κ, −q cot(qL/2) = κ.

The first yields |cos(qL/2)| = q/k_0 with a positive tangent, the second |sin(qL/2)| = q/k_0 with a negative cotangent. Both are contained in

qL = nπ − 2 arcsin(q/k_0), n = 1, 2, 3, …

The number of states below q is the integer part of qL/π + (2/π) arcsin(q/k_0), with smoothed value lower by 1/2. Each of the two walls therefore adds arcsin(q/k_0)/π − 1/4 to qL/π. In two dimensions the wavevector p along the wall is free, and a length P of wall has P dp/2π states in dp. The boundary term becomes

ΔN = (P/2π) ∫ dp [arcsin(√(k_F² − p²)/k_0)/π − 1/4], −k_F < p < k_F.

For an infinitely high wall the arcsine vanishes and ΔN = −Pk_F/4π, as before. A lower wall makes the opening effectively wider.

**Remark: the same result without modes**

Treat the opening as a hole through which classical particles fly. With the hole much wider than the wavelength,

I = 2eA ∫ d³k/(2π)³ v_z (f_L − f_R), v_z > 0.

Write v_z = v cos θ. The integral of cos θ over the forward hemisphere is π, and v dk = dE/ħ, so

I = [2eA/(8π³)] π ∫ k²(f_L − f_R) dE/ħ = [2eA/(8π²ħ)] k_F² eV.

With ħ = h/2π this is I = (2e²/h)(Ak_F²/4π)V. The classical formula contains h because the Pauli principle fixes how many electrons each volume of phase space may hold.

If the Fermi surface is not a sphere but is convex, integrate over k_z first, using v_z dk_z = dE/ħ. What remains is the area S of the shadow that the surface casts along the current:

N = AS/(4π²).

For a sphere S = πk_F², which restores the theorem. The mass does not appear once the Fermi surface is given.

The resistance can also be written with the bulk resistivity ρ and mean free path l. For free electrons the density is n_e = k_F³/3π² and 1/ρ = n_e e²l/(ħk_F), hence ρl = 3π²ħ/(e²k_F²). Then

R = 1/G = 4π²ħ/(e²Ak_F²) = 4ρl/(3A).

This does not make R depend on scattering: the product ρl is fixed by k_F.

**Example: a lithium neck**

Lithium has one conduction electron per atom and a nearly spherical Fermi surface. Take a round neck of radius R_n = 1.5 nm at 300 K, read at 20 mV. The inputs define a model and are not reference data: the lattice constant is set to 0.351 nm, with two atoms per cubic cell, the resistivity to 9.5 μΩ cm and the work function to 2.9 eV. They are treated as exact, because the integer mode counts below can jump when an input changes slightly. Then

n_e = 2/(0.351 nm)³ = 46.25 nm⁻³,
k_F = (3π²n_e)^(1/3) = 11.10 nm⁻¹, E_F = 4.70 eV,
A = π(1.5 nm)² = 7.07 nm²,
N = (k_F R_n)²/4 = 16.66²/4 ≈ 69.4.

With G0 = 77.48 μS, the Sharvin conductance is 5.37 mS, the resistance 186 Ω and the current about 107 μA.

The wall matters at this size. The numbers that follow count modes. They give the conductance only for a neck long and smooth enough that the total transmission follows N closely, since (A3) allows an error as large as the boundary term. A hard-walled hole of this radius in a thin screen transmits a few channels more than the count, and an abrupt tube one diameter long one or two fewer. Bessel zeros give 61 open modes for a hard wall, 12 % below the area law. For the finite wall, numerical solution of the matching condition for Bessel functions gives 67, or 3 % below. The smoothed formulas give 61.0 and 68.3. Their boundary terms are −8.3 and −1.1: leakage through the surface cancels most of the hard-wall loss for this wall height. These values use the free-electron mass. The band mass of lithium is larger, which lowers E_F at the same k_F. With an inner mass of 1.3 m_e, chosen for illustration, the count stays 67, but the boundary term roughly doubles in size.

At 300 K, k_BT is 25.9 meV and the mean energy per mode E_F/N is 67.7 meV; since modes with m > 0 come in pairs, distinct thresholds lie about 130 meV apart. Weighting each hard-wall mode by its Fermi factor gives 61.55 instead of 61, a change of 1 %. Since the area law is proportional to energy, moving from E_F to either edge of a symmetric bias window changes it by eV/2E_F, or 0.2 %. If the Fermi radius departed from a sphere by at most an assumed 3 %, the shadow could change by at most about 6 %.

Scattering is the largest effect sized here. The relation for ρl gives l = 10.4 nm. This exceeds the constricted length, taken as one diameter, 3 nm, but not by a large factor. Adding the Ohmic resistance of that length as an estimate,

ρ(3 nm)/A = 40 Ω, R ≈ 186 Ω + 40 Ω = 226 Ω,

raises the resistance by 22 % of the Sharvin value. The spreading resistance in the metal on both sides of the neck is not included; its diffusive-limit value ρ/2R_n is 32 Ω, of the same order. Tunnelling beside the neck is negligible for a clean vacuum gap of 3 nm: matching plane waves at normal incidence to a barrier of height Φ above E_F gives a probability of 7 × 10⁻²³.

**Remark: memory filaments**

The example is an idealised model of the low-resistance state of a metallic filament. Lithium serves here as a simple metal to which the free-electron formulas can be applied, and the radius and read voltage are chosen for illustration. A filament embedded in a solid has a surface barrier that differs in general from the vacuum work function used above. Ballistic motion cannot be taken for granted either, since a grown filament may be disordered. With ten times the resistivity at the same electron density, l would be 1 nm, the added resistance 403 Ω, and the estimated total about 590 Ω, some three times the Sharvin value. The spreading resistance ρ/2R_n, now about 320 Ω, would raise this to roughly 900 Ω. The neck would then no longer be ballistic. The leads and contacts add further resistance in series.

The area law is also a poor approximation for very narrow openings, which lie outside the limit taken in the theorem. A hard-walled square has no open mode until k_F a exceeds √2 π, yet at that point the area law already gives π/2. For openings of atomic size the individual transmissions T_n must be found, and Lemma 1, not the area law, is the useful statement.
